# The Scattering Invariant of a Porous Film and Its Porosity

Suppose the porosity of a film is to be read from the small-angle scattering at one chosen wave vector. The intensity there depends on how much pore volume there is, but also on the size, shape and arrangement of the pores. In the model medium treated below, the intensity extrapolated to \(q=0\) is proportional to the cube of a correlation length, so a length taken 10 % too large raises this predicted value by 33 % at fixed porosity. Without a quantity from which the geometry drops out, a porosity is no better than the pore model behind it. An integral over the whole scattering curve is such a quantity, under conditions that matter for films.

## Setting and theorem

A region of the film has finite volume \(V\). Pores of scattering-length density zero occupy a fraction \(\phi\) of it; uniform solid of density \(\Delta\rho\) fills the rest, and the interfaces are sharp. If the pores are filled, the theorem holds with \(\Delta\rho\) as the difference between the two densities; the statements about the mean density below are for empty pores. The atomic structure of each phase is replaced by its average density right up to the interfaces, so \(\rho(\mathbf r)\) carries no Bragg or other atomic-scale scattering. Its mean over \(V\) is \(\bar\rho=(1-\phi)\Delta\rho\). Define

\[
\eta(\mathbf r)=\rho(\mathbf r)-\bar\rho\ \text{ inside }V,\qquad \eta=0\ \text{ outside},
\]
\[
F(\mathbf q)=\int \eta(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r,\qquad I(\mathbf q)=\frac{|F(\mathbf q)|^2}{V}.
\]

In the single-scattering approximation, \(I\) is the cross-section per unit volume and solid angle due to the density fluctuations, with the polarization factor divided out. Let \(\bar I(q)=\frac1{4\pi}\int I(\mathbf q)\,d\Omega_{\mathbf q}\) be its average over all directions of \(\mathbf q\).

**Theorem.** For any arrangement of the pores,

\[
Q\equiv\int_0^\infty q^2\bar I(q)\,dq=2\pi^2\phi(1-\phi)(\Delta\rho)^2 .
\]

If the pore structure is statistically isotropic and the film is much thicker than its correlation length, a single cut through \(\mathbf q\)-space gives \(\bar I(q)\) to a good approximation, up to sampling fluctuations and apart from the scattering by the outer surfaces. In a thinner film the surfaces cut off the correlations along the normal, which changes the intensity on a cut parallel to the film.

## Two lemmas and the proof

**Lemma 1 (Parseval).** \(\int|F(\mathbf q)|^2d^3q=(2\pi)^3\int\eta^2\,d^3r\).

*Proof.* Write \(|F|^2\) as a double integral over \(\mathbf r\) and \(\mathbf r'\), and insert a factor \(e^{-\epsilon q^2}\) with \(\epsilon>0\), so that the order of integration may be exchanged. The \(\mathbf q\) integral is a Gaussian one:

\[
\int e^{-\epsilon q^2-i\mathbf q\cdot(\mathbf r-\mathbf r')}d^3q=\Big(\frac{\pi}{\epsilon}\Big)^{3/2}e^{-|\mathbf r-\mathbf r'|^2/4\epsilon}=(2\pi)^3G_\epsilon(\mathbf r-\mathbf r'),
\]

where \(G_\epsilon(\mathbf r)=(4\pi\epsilon)^{-3/2}e^{-r^2/4\epsilon}\) has unit integral. The prefactor follows from \((\pi/\epsilon)^{3/2}(4\pi\epsilon)^{3/2}=(4\pi^2)^{3/2}=(2\pi)^3\). Hence

\[
\int e^{-\epsilon q^2}|F|^2d^3q=(2\pi)^3\int\eta(\mathbf r)\Big[\int G_\epsilon(\mathbf r-\mathbf r')\eta(\mathbf r')d^3r'\Big]d^3r .
\]

As \(\epsilon\to0\), the bracket tends to \(\eta(\mathbf r)\) everywhere except on the interfaces, which have no volume. It stays bounded, so the right side tends to \((2\pi)^3\int\eta^2d^3r\). On the left the integrand grows monotonically to \(|F|^2\), so the limit may be taken there too. ∎

**Lemma 2 (variance).** \(\frac1V\int\eta^2d^3r=\phi(1-\phi)(\Delta\rho)^2\).

*Proof.* In the pores \(\eta=0-\bar\rho=-(1-\phi)\Delta\rho\). In the solid \(\eta=\Delta\rho-\bar\rho=\phi\,\Delta\rho\). Weighting the squares by the volume fractions gives

\[
\big[\phi(1-\phi)^2+(1-\phi)\phi^2\big](\Delta\rho)^2=\phi(1-\phi)\big[(1-\phi)+\phi\big](\Delta\rho)^2. \qquad ∎
\]

*Proof of the theorem.* In polar coordinates the definition of \(\bar I\) gives

\[
\int I(\mathbf q)\,d^3q=\int_0^\infty q^2\Big[\int I\,d\Omega_{\mathbf q}\Big]dq=4\pi Q .
\]

By the lemmas the left side is \((2\pi)^3\phi(1-\phi)(\Delta\rho)^2\). Division by \(4\pi\) leaves \(8\pi^3/4\pi=2\pi^2\). ∎

The geometry drops out because Parseval's theorem compares the density with itself at the same point. Rearranging the pores moves intensity between wave vectors and leaves the sum unchanged. For \(\phi\ll1\), \(Q\approx2\pi^2\phi(\Delta\rho)^2\), proportional to the pore volume; the factor \(1-\phi\) expresses that the mean density falls as pores are added.

**Remark 1 (the mean density).** If \(\bar\rho\) is not removed, the density inside \(V\) is \(\eta+\bar\rho\). The cross term \(2\bar\rho\int\eta\,d^3r\) vanishes by the definition of the mean, and Lemma 1 gives

\[
Q_{\rm raw}=2\pi^2\big[\phi(1-\phi)(\Delta\rho)^2+\bar\rho^2\big]=2\pi^2(1-\phi)(\Delta\rho)^2 .
\]

The excess \(2\pi^2\bar\rho^2\) is scattering by the outer shape of the sample. For a wide film it is concentrated near the forward direction and along the rod normal to the surfaces, and it has to be excluded from the data. The cross term vanishes in the integral, not at each \(\mathbf q\).

Both statements were tested on a solid sphere of radius 10 with six spherical voids, in arbitrary length units and with unit solid density. The void fraction is \(0.24475\). The intensity built from the sphere amplitudes was integrated up to \(q=100\) and up to \(q=200\). The missing remainder falls off as the inverse of the upper limit, so twice the second integral minus the first removes its leading part. This gave \(3.64874\) with the mean removed, equal to the formula at the printed precision. With the mean kept it gave \(14.90803\), against \(14.90804\) from the expression above.

**Remark 2 (interfaces that are not sharp).** Let \(c(\mathbf r)\), between 0 and 1, be the local pore fraction, with mean \(\phi\) and \(\rho=(1-c)\Delta\rho\). The variance of \(\rho\) in units of \((\Delta\rho)^2\) is then

\[
\langle c^2\rangle-\phi^2=\phi(1-\phi)-\langle c(1-c)\rangle .
\]

Intermediate densities therefore lower \(Q\). For a linear profile of width \(d\) on an interface area \(S\), with \(d\) small compared with the radii of curvature, the loss is \((S/V)\,d\int_0^1c(1-c)\,dc=Sd/6V\).

## Inversion for the porosity

**Corollary 1.** With \(w=Q/[2\pi^2(\Delta\rho)^2]\), the porosity is one of

\[
\phi_\pm=\tfrac12\big(1\pm\sqrt{1-4w}\big),
\]

and a small relative error in \(Q\) is passed on as

\[
\frac{d\phi}{\phi}=\frac{1-\phi}{1-2\phi}\,\frac{dQ}{Q}.
\]

*Proof.* The roots solve \(\phi^2-\phi+w=0\). Differentiating \(Q\propto\phi(1-\phi)\) gives \(dQ/Q=(1-2\phi)\,d\phi/[\phi(1-\phi)]\), which is then solved for \(d\phi/\phi\). ∎

The two roots add up to one: exchanging pores and solid reverses the sign of \(\eta\) and leaves \(|F|^2\) as it was. Scattering by the fluctuations alone cannot decide between them. The mean density can, since \(\bar\rho/\Delta\rho=1-\phi\); for empty pores, the mass per area, the thickness and the mass density of the solid suffice to find this ratio.

Near \(\phi=\frac12\) the error factor diverges, because \(Q\) has its maximum there. If \(w\) falls short of \(\frac14\) by \(\delta\), the lower root is \(\frac12-\sqrt\delta\), so the porosity error grows as the square root of the deficit. Since \(w\propto(\Delta\rho)^{-2}\), a relative error in the contrast enters with \(-2\) times the same factor.

## A medium with a known curve

A measured curve ends at a finite wave vector. To see what this costs, one needs a two-phase medium whose intensity is known at every \(q\).

**Proposition 1.** Cut space by random planes, placed independently with uniform density and isotropic orientation, and make each cell a pore with probability \(\phi\), independently of the others. Let \(a\) be the mean distance between cuts along a straight line. For a sample much larger than \(a\), and for \(q\) much larger than its inverse dimensions, the ensemble-averaged intensity is

\[
I(q)=\frac{8\pi a^3\phi(1-\phi)(\Delta\rho)^2}{(1+q^2a^2)^2}.
\]

*Proof.* The number of planes that cut a segment of length \(r\) has a Poisson distribution with mean \(r/a\). The probability that none does is \(\gamma(r)=e^{-r/a}\), and then both ends lie in one cell and in the same phase. Otherwise the phases are independent and contribute no covariance. So \(\langle\eta(\mathbf 0)\eta(\mathbf r)\rangle=\phi(1-\phi)(\Delta\rho)^2e^{-r/a}\). In a large sample, boundary effects and the difference between the sample mean and the ensemble mean are negligible, and \(I\) is the Fourier transform of this covariance. The angular integral of \(e^{-i\mathbf q\cdot\mathbf r}\) is \(4\pi\sin(qr)/(qr)\), hence

\[
I(q)=\phi(1-\phi)(\Delta\rho)^2\,\frac{4\pi}{q}\int_0^\infty r\,e^{-r/a}\sin(qr)\,dr .
\]

Differentiating \(\int_0^\infty e^{-\kappa r}\sin(qr)\,dr=q/(\kappa^2+q^2)\) with respect to \(-\kappa\) gives \(2\kappa q/(\kappa^2+q^2)^2\). At \(\kappa=1/a\) this equals \(2qa^3/(1+q^2a^2)^2\). ∎

A Monte Carlo simulation of the planes, with 60 000 realizations, gave correlations of \(0.608\), \(0.381\) and \(0.137\) at \(r/a=0.5\), 1 and 2, where \(e^{-r/a}\) is \(0.607\), \(0.368\) and \(0.135\). The test allowed deviations up to \(0.02\). The sampling error is roughly \(1/\sqrt{60\,000}\approx0.004\), so the middle value lies about three standard errors high, while the other two agree within one. The simulation thus supports the exponential at the level of \(0.02\); the law itself rests on the proof.

**Corollary 2 (finite range).** In this medium the fraction of \(Q\) that lies below \(q=x/a\) is

\[
g(x)=\frac2\pi\Big[\arctan x-\frac{x}{1+x^2}\Big].
\]

*Proof.* The derivative of \(\frac12[\arctan x-x/(1+x^2)]\) is

\[
\frac12\Big[\frac1{1+x^2}-\frac{1-x^2}{(1+x^2)^2}\Big]=\frac{x^2}{(1+x^2)^2}.
\]

With \(q=x/a\), the factor \(a^3\) in \(I\) cancels against \(q^2dq=x^2dx/a^3\). The integral over all \(x\) is \(\pi/4\), so \(Q=8\pi\cdot\frac\pi4\,\phi(1-\phi)(\Delta\rho)^2\), in agreement with the theorem. Division by \(\pi/4\) gives \(g\). ∎

For small \(x\), \(g\approx4x^3/3\pi\), so little is lost behind a beam stop that hides only \(x\ll1\). For large \(x\), expanding both terms gives

\[
1-g(x)=\frac{4}{\pi x}\Big(1-\frac{2}{3x^2}+\dots\Big),
\]

a slow decay: at \(x=10\) an eighth of \(Q\) is still missing. The tail can be estimated from the last data point if the curve has settled to a smooth \(q^{-4}\) decay, as it does in this medium. For spherical pores of equal size the curve oscillates about that decay, and \(C\) has to be averaged over the oscillations. With \(I\approx Cq^{-4}\),

\[
\int_{q_{\max}}^\infty q^2\,Cq^{-4}\,dq=\frac{C}{q_{\max}}\approx q_{\max}^3I(q_{\max}).
\]

Relative to \(Q\) this estimate is \(\frac4\pi x^3/(1+x^2)^2\approx\frac4{\pi x}(1-2/x^2)\). It is therefore too small by the relative amount \(4/(3x^2)\) of the tail, to leading order.

## Pores elongated along the film normal

**Proposition 2.** Stretch the medium of Proposition 1 by a factor \(s\) along the film normal \(z\), and call its unstretched intensity \(I_0\). Then

\[
I_s(\mathbf q)=s\,I_0\Big(\sqrt{q_\parallel^2+s^2q_z^2}\Big).
\]

The direction-averaged invariant remains \(Q\), but the integral of \(q^2I_s\) along the cut \(q_z=0\) is \(sQ\).

*Proof.* The covariance now depends on \(\sqrt{r_\parallel^2+z^2/s^2}\). Substituting \(z=su\) in its Fourier transform turns \(d^3r\) into \(s\,d^2r_\parallel\,du\) and \(q_zz\) into \((sq_z)u\), which gives the first formula. In \(\int I_s\,d^3q\) the substitution \(p_z=sq_z\) produces a factor \(1/s\) that cancels the prefactor. On the cut \(q_z=0\) no such substitution is available, and the factor \(s\) survives. ∎

Transmission at normal incidence measures nearly this cut if the stretch is moderate. For elastic scattering through an angle \(\theta\) at wave number \(k\), \(q=2k\sin(\theta/2)\) and \(|q_z|=k(1-\cos\theta)=q^2/2k\), which is small compared with \(q\) at small angles. The squared argument of \(I_0\) is then \(q^2[1+(s^2-1)(q/2k)^2]\), so the condition is \((s^2-1)(q/2k)^2\ll1\), and it fails for strongly elongated pores. With the parameters of the example below, the intensity at the upper end of the range lies 15 % below its value on the cut for \(s=5\), and the integral over the range lies 18 % below for \(s=20\). In the stretched medium, the complete integral along this cut overestimates \(Q\) for \(s>1\) and underestimates it for \(s<1\). The inversion then uses \(s\phi(1-\phi)\) in place of \(\phi(1-\phi)\), and for \(s>1/[4\phi(1-\phi)]\) it has no real solution. If \(w\) exceeds \(\frac14\) by more than its measurement error, an assumption or the absolute calibration has failed; a root that exists does not prove isotropy. Tilting the film brings \(q_z\neq0\) into reach.

The factor \(s\) belongs to the stretched medium and is not a general rule for elongated pores. For an isolated circular cylinder with its axis along the normal, the intensity on the cut \(q_z=0\) falls on average only as \(q^{-3}\). The integral of \(q^2I\) along that cut then grows logarithmically with its upper limit, whatever the height \(H\) of the cylinder. This holds on the exact cut. At normal incidence the intensity carries the extra factor \([\sin(q_zH/2)/(q_zH/2)]^2\) with \(|q_z|=q^2/2k\), which ends the growth near \(q=\sqrt{4\pi k/H}\), about \(0.7\ \text{nm}^{-1}\) for \(H=1000\) nm and a wavelength of \(0.15\) nm.

## Example: a porous silicon film

The scattering is that of X-rays, and lengths are in nanometres. Each atom is given its forward scattering length, 14 electrons times the classical electron radius; the decrease of the atomic form factor with \(q\) and resonant corrections are left out. The cubic cell holds eight atoms, so the electron density of the solid is

\[
\frac{8\cdot14}{(0.54310\ \text{nm})^3}=699.16\ \text{nm}^{-3},
\]

and the contrast against empty pores is

\[
\Delta\rho=2.81794\times10^{-6}\ \text{nm}\times699.16\ \text{nm}^{-3}=1.970\times10^{-3}\ \text{nm}^{-2}.
\]

The pore structure is the medium of Proposition 1 with the chosen values \(\phi=0.30\) and \(a=2\) nm. It is a model with the contrast of silicon, not a description of etched porous silicon, whose pores often form channels along the etching direction and whose walls may be oxidized; the film is taken as free-standing. The theorem gives

\[
Q=2\pi^2(0.2100)(1.970\times10^{-3})^2\ \text{nm}^{-4}=1.609\times10^{-5}\ \text{nm}^{-4},
\]

or \(1.609\times10^{23}\ \text{cm}^{-4}\).

**Truncation.** Let the data run from \(0.05\) to \(5\ \text{nm}^{-1}\), which is \(x=0.1\) to 10. The upper end lies well below the first Bragg position of silicon at \(20.04\ \text{nm}^{-1}\), so the Bragg peaks themselves are outside the range; any remaining influence of the atomic structure is neglected. The part below the range is \(4.2\times10^{-4}\) of \(Q\); the part above it is \(12.65\ \%\). What remains is \(1.405\times10^{-5}\ \text{nm}^{-4}\), so that \(w=0.1834\) and

\[
\phi=\tfrac12\big(1-\sqrt{1-0.7334}\big)=0.242 ,
\]

which is 19 % below the true porosity. The linear error factor, \(0.70/0.40=1.75\), would predict a drop of 22 %; the difference is due to the curvature of the inversion.

The tail estimate uses \(I(q_{\max})=1.6066\times10^{-8}\ \text{nm}^{-1}\):

\[
5^3\times1.6066\times10^{-8}\ \text{nm}^{-4}=2.008\times10^{-6}\ \text{nm}^{-4}.
\]

The true tail is \(2.035\times10^{-6}\ \text{nm}^{-4}\). The estimate is 1.3 % too small, as \(4/(3x^2)\) predicts at \(x=10\). Adding it restores \(\phi=0.299\). The other root of the full invariant is \(0.70\). The two correspond to mean densities of 70 % and 30 % of the solid, so a mass per area known to within 20 % separates them, if the thickness is well known. For a film 1000 nm thick the two masses differ by only about 0.09 mg per square centimetre, so the balance must be sensitive. An error of 1 % in the contrast would shift the porosity by about 3.5 % of its value. With measured data, the atomic form factor and the resonant corrections left out here therefore have to be included. The form factor depends on \(q\) and has to be divided out of the curve: for a free silicon atom (Hartree–Fock density) it falls from 14 to \(13.64\) at \(5\ \text{nm}^{-1}\), which lowers the intensity there by 5 % and would turn \(0.299\) into \(0.293\). The sharp interface is also an idealization at this scale. A cut separates pore from solid with probability \(2\phi(1-\phi)\), and \(S/V\) is twice the number of interface crossings per unit length, so \(S/V=4\phi(1-\phi)/a=0.42\ \text{nm}^{-1}\). By Remark 2 a linear profile only \(0.3\) nm wide lowers the complete \(Q\) by about 10 %.

**Anisotropy.** If the same pores are stretched by 10 % along the normal, the average over all directions still returns \(Q\), as numerical integration confirms. The in-plane cut returns \(1.10\,Q\), so \(w=0.231\) and the apparent porosity is \(0.362\), an error of 21 %. Beyond \(s=1.19\) the complete integral along the cut gives no real porosity. The truncated data, without the tail, give \(w=0.1834\,s\) and still have a root up to \(s=1.36\), so the existence of a root is a weak check. At \(q_{\max}\) and a wavelength of \(0.15\) nm, \(k=41.89\ \text{nm}^{-1}\) and \(|q_z|=0.298\ \text{nm}^{-1}\), 6 % of \(q\). This changes the squared argument of \(I_0\) by the relative amount \((s^2-1)(0.06)^2\approx8\times10^{-4}\), so treating the measurement as a cut at \(q_z=0\) is justified here.

**Single scattering.** From \(q^2=2k^2(1-\cos\theta)\) follows \(q\,dq=k^2\sin\theta\,d\theta\), so \(d\Omega=2\pi q\,dq/k^2\). A film of thickness \(t\) scatters the fraction

\[
\frac{2\pi t}{k^2}\int_0^{2k}qI(q)\,dq=\frac{2\pi t}{k^2}\,\frac{I(0)}{2a^2}\Big[1-\frac1{1+4k^2a^2}\Big]
\]

of the beam, with absorption and the polarization factor left out. For \(t=1000\) nm and the extrapolated value \(I(0)=1.639\times10^{-4}\ \text{nm}^{-1}\) this is \(7.3\times10^{-5}\). Repeated scattering is negligible in this film. The fraction grows in proportion to \(t\), and once it is no longer small, the measured curve ceases to be \(|F|^2/V\) and the theorem does not apply to it. The remaining values are in the numerical output below.

## Numbers as computed

```
SPHERE WITH SIX VOIDS (solid density 1, arbitrary length unit)
sample radius: 10.0; void radii: 2 x 4.5, 4 x 2.5
void fraction: 0.24475
Q integrated, mean removed: 3.64874
Q from formula:             3.64874
Q integrated, mean kept:    14.90803
2 pi^2 <rho^2>:             14.90804
RANDOM-PLANE MEDIUM, Monte Carlo correlation
r/a = 0.5: simulated 0.608, exp(-r/a) 0.607
r/a = 1.0: simulated 0.381, exp(-r/a) 0.368
r/a = 2.0: simulated 0.137, exp(-r/a) 0.135
POROUS SILICON, inputs
classical electron radius: 2.81794e-06 nm
silicon lattice parameter: 0.54310 nm
electron density of solid: 699.16 nm^-3
contrast: 1.97018e-03 nm^-2
porosity: 0.30; correlation length a: 2.0 nm
thickness: 1000 nm; wavelength: 0.15 nm
wave number k: 41.89 nm^-1
q range: 0.05 to 5.0 nm^-1
first Bragg position (111): 20.04 nm^-1
POROUS SILICON, results
phi(1-phi): 0.2100
I(0): 1.6389e-04 nm^-1
I(q_max): 1.6066e-08 nm^-1
Q from formula:    1.60901e-05 nm^-4
Q from quadrature: 1.60901e-05 nm^-4
Q converted: 1.6090e+23 cm^-4
fraction of Q below q_min: 4.19e-04
fraction of Q above q_max: 0.1265
Q within q range: 1.40483e-05 nm^-4
true tail:      2.0351e-06 nm^-4
estimated tail: 2.0083e-06 nm^-4
porosity from truncated Q: 0.2418
porosity with tail added:  0.2989
two roots from full Q: 0.3000 and 0.7000
relative error growth factor: 1.750
scattered fraction of beam: 7.336e-05
STRETCHED PORES
stretch s: 1.1
Q, all directions / formula: 1.00000
Q, in-plane cut / formula:   1.10000
porosity from in-plane cut: 0.3622
stretch beyond which no root exists: 1.1905
q_z at q_max, normal incidence: 0.298 nm^-1
```
